# When vibronic coupling makes a nonpolar structure unstable, part 2

In a crystal with inversion symmetry, a polar displacement of amplitude $u$ may lower the energy of the nonpolar structure $u=0$. Part I found when it does; this part treats the resulting polar state and the limits of the model. Energies are in eV and lengths in nm.

The nuclei are classical and at rest. Two orbitals of opposite parity, $\phi_-$ and $\phi_+$, have energies $-D$ and $+D$ at $u=0$, so the gap is $2D$. The displacement couples them through $Lu$, with $L>0$ here. Two electrons of opposite spin fill the lower level, and their repulsion is left out. The bare stiffness $K>0$ covers every other part of the energy that depends on $u$, and excludes the mixing of these two orbitals. In the basis $(\phi_-,\phi_+)$ the Hamiltonian of one electron is
$$h(u)=\begin{pmatrix}-D&Lu\\Lu&D\end{pmatrix},$$
with eigenvalues $\pm S(u)$, where $S(u)=\sqrt{D^2+L^2u^2}$. The total energy and its derivatives are
$$E(u)=\tfrac12Ku^2-2\sqrt{D^2+L^2u^2}.\qquad(1)$$
$$E'(u)=Ku-\frac{2L^2u}{S}=u\left(K-\frac{2L^2}{S}\right).\qquad(2)$$
$$E''(u)=K-\frac{2L^2D^2}{S^3}.\qquad(3)$$

**Theorem 1** states that, with $K_c=2L^2/D$, the curvature at the nonpolar structure is $E''(0)=K-K_c$. That structure is unstable if $K<K_c$; if $K\ge K_c$, it is the only stationary point and the global minimum. The strength of the coupling is measured by $f=K_c/K=2L^2/(KD)$, and the instability is the case $f>1$.

The account of gain and cost in Part I runs as follows. An electron that admits the upper orbital with a small amplitude $c$ changes its energy by $2cLu+2Dc^2$. The minimum is a lowering of $L^2u^2/(2D)$, the squared coupling over the energy distance.

For small $u$,
$$E(u)-E(0)\approx\tfrac12(K-K_c)u^2+\frac{L^4}{4D^3}u^4.\qquad(5)$$

The closing table also lists two results from Part I: the net curvature for a stable comparison case, $K=3400$ eV/nm² with $D=1.5$ eV and $L=50$ eV/nm, and the share of the softening by mixing that the first excited state supplies in a test model of an electron on a line.

### Theorem 2. The polar minima

If $f>1$, the energy has two equal global minima at $u=\pm u_0$. The displacement, the depth of the wells below the nonpolar structure, and the curvature in them are
$$u_0=\frac DL\sqrt{f^2-1},\qquad E(0)-E(u_0)=D\,\frac{(f-1)^2}{f},\qquad E''(u_0)=K\Big(1-\frac1{f^2}\Big).$$

*Proof.* A stationary point with $u\neq0$ requires $S=2L^2/K=fD$. Squaring gives $D^2+L^2u^2=f^2D^2$, which yields $u_0$. Since $S$ grows with $|u|$, the bracket in $E'$ is negative for $0<|u|<u_0$ and positive beyond. The energy falls from $u=0$ to $u_0$ and rises afterwards, so the minima are global.

For the depth, insert $K=2L^2/(fD)$ in the elastic energy:
$$\tfrac12Ku_0^2=\frac{L^2}{fD}\cdot\frac{D^2}{L^2}(f^2-1)=D\Big(f-\frac1f\Big).$$
The electrons contribute $-2fD$, so $E(u_0)=-D(f+1/f)$. Subtracting this from $E(0)=-2D$ leaves $D(f-2+1/f)=D(f-1)^2/f$.

For the curvature, $S^3=f^3D^3$ and $2L^2=KfD$ give $2L^2D^2/S^3=K/f^2$. $\square$

Just above the threshold, with $f-1\ll1$, the displacement grows as $(D/L)\sqrt{2(f-1)}$ and the depth as $D(f-1)^2$. The depth is then a small difference of large numbers. The electrons gain $2(f-1)D$, and the fraction that survives the elastic cost is $(f-1)/(2f)$.

This makes the depth sensitive to the input. At fixed $D$ the logarithmic derivative of the depth with respect to $f$ is
$$\frac{2f}{f-1}-1=\frac{f+1}{f-1}.$$
For $f=1.11$ it is 19. Since $f\propto1/K$, a very small relative increase of the bare stiffness lowers the depth by a fraction 19 times as large. For an increase of a full 1 percent, the formula for the depth gives a well shallower by 18 percent.

### Lemma 3. What stops the displacement

In the lower level at displacement $u$, the upper orbital has the weight $\tfrac12(1-D/S)$, and the outward force of the two electrons is $2L^2u/S$.

*Proof.* Define an angle $\theta$ by $\cos2\theta=D/S$ and $\sin2\theta=Lu/S$. The vector $(\cos\theta,-\sin\theta)$ is the lower eigenvector, since the two rows of $h(u)$ acting on it give
$$-D\cos\theta-Lu\sin\theta=-S\cos(2\theta-\theta)=-S\cos\theta,$$
$$Lu\cos\theta-D\sin\theta=S\sin(2\theta-\theta)=S\sin\theta,$$
which is $-S$ times the vector. The weight of the upper orbital is $\sin^2\theta=\tfrac12(1-\cos2\theta)$. The mean of $dh/du$, whose off-diagonal elements are $L$, is $-2L\sin\theta\cos\theta=-L^2u/S$. The force is minus this mean for each of the two electrons. $\square$

At small $u$ the electronic force is $K_cu$, and for $K<K_c$ it exceeds the restoring force $Ku$. As $u$ grows, the mixing $\sin2\theta=Lu/S$ approaches 1 and the electronic force cannot pass $2L$. The restoring force keeps growing in proportion to $u$ and catches up at $u_0$. There, the mixing per unit displacement has dropped to $1/f$ of its initial value. The saturation of the mixing thus stops the displacement, without any anharmonic term in the lattice energy.

### Proposition. Repulsion shifts the relevant gap

Suppose that repulsion raises the singlet state with one electron in each orbital by $s$ relative to the filled lower orbital, with $2D+s>0$, and does nothing else. Then the threshold is $4L^2/(2D+s)$.

*Proof.* The singlet states have the orbital parts $\Phi_1=\phi_-\phi_-$, $\Phi_2=(\phi_-\phi_++\phi_+\phi_-)/\sqrt2$ and $\Phi_3=\phi_+\phi_+$. The displacement acts on either electron. Applied to $\Phi_1$ it gives $Lu(\phi_+\phi_-+\phi_-\phi_+)=\sqrt2\,Lu\,\Phi_2$. So $\Phi_1$ couples to $\Phi_2$ with $\sqrt2Lu$, across an energy $2D+s$, and not directly to $\Phi_3$. By the account of gain and cost in Part I, the lowering at order $u^2$ is the squared coupling over the energy distance, $2L^2u^2/(2D+s)$. Twice the coefficient of $u^2$ is the loss of stiffness. $\square$

For $s=0$ this returns $2L^2/D$. Under the assumption of the proposition, the gap that enters the criterion is therefore the energy of the singlet excitation at $u=0$, and a difference of orbital energies serves as far as the two agree. The proposition leaves out the direct transfer of both electrons between the orbitals by the repulsion, which symmetry permits. This transfer mixes $\Phi_1$ with $\Phi_3$ and changes the effective coupling as well as the gap, so the excitation energy alone then no longer fixes the threshold.

### Worked example

Barium titanate suggests the scale: titanium moves against an oxygen cage, and the displacement mixes filled oxygen orbitals with empty titanium orbitals. The round parameters are $D=1.5$ eV, $L=50$ eV/nm, $K=3000$ eV/nm², a cell volume of 0.064 nm³ and a dynamical charge of $7e$. The last is the dipole per unit displacement at zero field. With $K_c=3333$ eV/nm², $f=1.111$, and
$$u_0=\frac{1.5}{50}\sqrt{1.111^2-1}=0.0145\ \text{nm},\qquad \text{depth}=1.5\times\frac{0.1111^2}{1.1111}=0.0167\ \text{eV}.$$
At $u_0$ the electrons gain 333 meV and the lattice takes back 317 meV, which leaves 16.7 meV per cell. The upper orbital has a weight of 0.05. A small change of the orbital is enough.

| $u$ (nm) | $E(u)-E(0)$ (meV) |
|---|---|
| 0.005 | −3.9 |
| 0.010 | −12.3 |
| 0.015 | −16.6 |
| 0.020 | −5.6 |
| 0.025 | +32.4 |

The curvature is $-333$ eV/nm² at the top and $+570$ eV/nm² in the well. If every cell is displaced alike, the polarization is
$$P=\frac{7\times1.602\times10^{-19}\ \text{C}\times1.453\times10^{-11}\ \text{m}}{6.4\times10^{-29}\ \text{m}^3}=0.255\ \text{C/m}^2=25.5\ \mu\text{C/cm}^2 .$$
This takes the charge as constant. The part of the dipole that stems from the mixing follows $Lu/S$ instead of $Lu/D$, and at $u_0$ it is 0.90 of what a constant charge gives. If the whole dipole stemmed from the mixing, $P$ would be about 23 μC/cm².

### Remark. Electronic effects left out

*Several orbital pairs.* A titanium ion in an oxygen octahedron offers two equivalent pairs for a displacement along one axis. Let each have the coupling $L/\sqrt2$, so that the total softening is unchanged. Then
$$E=\tfrac12Ku^2-4\sqrt{D^2+\tfrac12L^2u^2}.$$
Writing $u=\sqrt2\,v$ turns this into twice the energy (1) at displacement $v$. The threshold stays, the displacement grows by $\sqrt2$ to 0.0205 nm, and the depth doubles to 33 meV. Each pair carries half of the load and saturates later.

*A spread of gaps.* In a crystal the gap varies over the bands. If the half-gap is spread evenly from 1.5 to 2.5 eV at fixed $L$, the average of $2L^2/D$ is
$$2L^2\,\frac{\ln(2.5/1.5)}{2.5-1.5}=2554\ \text{eV/nm}^2 .$$
This is below $K=3000$ eV/nm², and the nonpolar structure becomes stable. The smallest gap of a band structure is thus not a safe value for $2D$; an average of $L^2/D$ is needed, since in a real band structure the coupling varies along with the gap.

*Repulsion between the two electrons.* The instability ends when $4L^2/(2D+s)=K$. That happens at $s=10000/3000-3=0.33$ eV, about a tenth of the gap.

### Remark. Lattice and field effects left out

*Short-range repulsion between ions.* It stiffens as ions approach. Replace $\tfrac12Ku^2$ by $K\rho^2[\cosh(u/\rho)-1]$ with a range $\rho=0.03$ nm. The curvature at $u=0$ is still $K$, so the threshold stays. The displacement falls from 0.0145 to 0.0123 nm and the depth from 16.7 to 12.2 meV.

*Depolarizing field.* Let a plate be polarized along its normal, with no charge on its faces to compensate. The electric displacement normal to the plate vanishes, which sets up a field $-P/(\epsilon_0\epsilon_\infty)$, where $\epsilon_\infty$ is the dielectric constant of the electrons. The energy per cell rises by $P^2v_c/(2\epsilon_0\epsilon_\infty)$, with $v_c$ the cell volume. For $\epsilon_\infty=5$ and a constant charge this is 292 meV at $u_0$, far more than the depth of the well; it is somewhat less if part of the dipole stems from the mixing and saturates. At small $u$, $P$ is proportional to $u$, and the field adds a stiffness of 2771 eV/nm². The total of 5771 eV/nm² exceeds the threshold, and the plate does not polarize uniformly along its normal.

If electrodes compensate most of the charge and a fraction $\alpha$ of the field remains, the instability survives for $2771\,\alpha<333$, that is for $\alpha<0.12$. This bound holds for uniform polarization along the normal and for the parameters above. Domains of alternating polarization are another way to lower the field energy. Free carriers and adsorbed charge are a further one: at $u_0$ the uncompensated field would be about 5.8 V/nm, far above breakdown, and the voltage across the plate would exceed the gap within about half a nanometre. The model describes none of these.

### Remark. Moving nuclei and temperature

Theorem 1 treats the nuclei as classical. For a moving mass of 24 u, the harmonic vibration quantum in the well is 31.5 meV, nearly twice the depth. The nuclear Schrödinger equation for one isolated cell places the ground level 5.5 meV below the top of the barrier, and the next level 5.3 meV above the ground level. The nucleus tunnels freely, and its ground state has no mean dipole. An unstable symmetric point does not by itself make a single cell polar.

For four cells moving rigidly in step, mass and potential are both four times larger. The ground level then lies 51 meV below the barrier top, and the splitting drops to 5.7 μeV. An equal superposition of the two lowest levels, polarized one way, reverses after half an oscillation period. This is $h/(2\times5.7\ \mu\text{eV})=0.36$ ns for the four cells, against 0.39 ps for one cell. Moving in step thus prolongs a polarization, and whether cells do so depends on the coupling between them, which the model does not contain.

The thermal energy at 300 K is 25.9 meV, also more than the depth per cell. The parameters therefore do not settle whether polar order persists at room temperature. Thermal excitation of the electrons, by contrast, is negligible, since $D$ is 58 times the thermal energy.

The picture of electrons that follow the nuclei holds well here. The bare vibration quantum of 72 meV is 0.024 of the gap. The leading correction is $\hbar^2/(2M)$ times the squared norm of the derivative of the pair state with respect to $u$, with $M$ the moving mass. Each electron contributes $(d\theta/du)^2$, and at $u=0$ the angle grows as $Lu/(2D)$. The squared norm is thus $2(L/2D)^2=L^2/(2D^2)$, and the correction is 0.48 meV.

### Remark. The model beside the material

For barium titanate a gap near 3 eV, a titanium charge near $7e$ and a room-temperature polarization of roughly 25 μC/cm² are typical rough values. The polarization of the example lies close to this, but that is no prediction. $K$ and $L$ are effective parameters, chosen to give a shallow well and a displacement of realistic size. The model also has a single polar axis, whereas the cubic crystal has three equivalent ones. For a thin film polarized along its normal, the complete compensation of surface charge is an assumption to check: with these parameters, a residual field just above 12 percent already removes the instability toward uniform polarization.

Two of the corrections above, the spread of gaps and the uncompensated depolarizing field, exceed the margin of 333 eV/nm² between $K$ and $K_c$. For a material this close to the threshold, the two-level criterion describes one possible mechanism and names the quantities that enter it. It does not show that this mechanism dominates, because long-range forces between dipoles can also soften the lattice. The model has no place for them except $K$, although they grow with the dynamical charge, to which the mixing itself contributes, so the split between $K$ and $K_c$ is not sharp in the real crystal. The sign of the curvature then has to come from a total-energy calculation with displaced atoms, or from a direct calculation of the second derivative of the energy. The numerical output below lists the values used here.

## Table of computed values

```
Half-gap D = 1.50 eV, gap 2D = 3.00 eV
Coupling L = 50.0 eV/nm
Bare stiffness K = 3000 eV/nm^2
Threshold 2L^2/D = 3333.3 eV/nm^2
Ratio f = 2L^2/(KD) = 1.1111
Net curvature at u=0 = -333.3 eV/nm^2
Net curvature for K=3400 = 66.7 eV/nm^2
Half-gap at which instability ends = 1.6667 eV
Quartic coefficient = 4.63e+05 eV/nm^4
E(u)-E(0) at u=0.005 nm = -3.88 meV
E(u)-E(0) at u=0.010 nm = -12.28 meV
E(u)-E(0) at u=0.015 nm = -16.60 meV
E(u)-E(0) at u=0.020 nm = -5.55 meV
E(u)-E(0) at u=0.025 nm = 32.38 meV
Polar displacement u0 = 0.01453 nm
Level S at u0 = 1.6667 eV
Elastic cost at u0 = 316.67 meV
Electronic gain at u0 = 333.33 meV
Well depth = 16.67 meV per cell
Curvature in the well = 570.0 eV/nm^2
Upper-orbital weight at u0 = 0.0500
Mixing per displacement, u0 vs 0 = 0.9000
Cell volume = 0.064 nm^3, charge = 7.0 e
Polarization = 25.5 uC/cm2
Line model: first-state softening share = 0.715
Two pairs: u0 = 0.02055 nm, depth = 33.33 meV
Half-gap spread 1.5-2.5 eV: threshold 2554 eV/nm^2
Singlet shift that ends instability = 0.333 eV
Repulsion range = 0.030 nm
With repulsion: u0 = 0.01229 nm
With repulsion: depth = 12.23 meV
Electronic dielectric constant = 5.0
Depolarizing stiffness = 2771 eV/nm^2
Depolarizing energy at u0 = 292 meV per cell
Moving mass = 24.0 u
Bare vibration quantum = 72.3 meV
Bare quantum / gap = 0.0241
Vibration quantum in well = 31.5 meV
One cell: ground level from barrier top = -5.50 meV
One cell: lowest splitting = 5.30 meV
Four cells: ground level from top = -51.41 meV
Four cells: lowest splitting = 5.723 ueV
Moving-nuclei correction at u=0 = 0.484 meV
Thermal energy at 300 K = 25.85 meV
```
